# Sensitivity of Long-Contact Resistance to Local Changes in Contact Resistivity

The interface between a metal contact and a doped semiconductor layer may vary from place to place. Suppose that a strip a few tens of nanometres wide has a contact resistivity 20 % above that of its surroundings. How much does the contact resistance rise, and does it matter where the strip lies? Current enters the contact at one edge and leaks into the metal over a characteristic distance, the transfer length. It might seem that a defect loses its influence over this same distance. In a contact much longer than the transfer length, its influence in fact decays over half that distance.

## Model and conventions

The contact occupies \(0<x<L\) and has width \(W\). Under it lies a semiconductor sheet of uniform sheet resistance \(R_s\). A current \(I>0\) enters the sheet at the front edge \(x=0\). The assumptions are:

1. The sheet is thin compared with the transfer length, and nothing varies across the width.
2. The metal is an equipotential, taken as zero.
3. The interface is ohmic: \(V(x)=\rho(x)J(x)\), where \(V\) is the sheet potential, \(J\) the current density from sheet to metal, and \(\rho\) the contact resistivity, positive, bounded and piecewise continuous.
4. No current flows past the rear edge.

Let \(i(x)\) be the current in the sheet, counted positive towards increasing \(x\). Charge conservation and Ohm's law in the sheet give

\[
i'=-WJ,\qquad V'=-\frac{R_s}{W}\,i,\qquad i(0)=I,\quad i(L)=0. \tag{1}
\]

The front contact resistance is \(R=V(0)/I\). A subscript 0 denotes the uniform contact with resistivity \(\rho_0\), and a subscript 1 the perturbed one with \(\rho_1(x)=\rho_0+\delta\rho(x)>0\). Both carry the same \(I\). The transfer length is \(L_T=\sqrt{\rho_0/R_s}\).

## Theorem

**Under assumptions 1–4,**

\[
R_1-R_0=\int_0^L K\,\delta\rho\,dx-Q,\qquad
K(x)=\frac{\cosh^2[(L-x)/L_T]}{W L_T^2\sinh^2(L/L_T)}, \tag{2}
\]

\[
0\le Q\le\int_0^L K\,\frac{\delta\rho^2}{\rho_1}\,dx. \tag{3}
\]

**At fixed \(x\), as \(L/L_T\to\infty\),**

\[
K(x)\to K_\infty(x)=\frac{e^{-2x/L_T}}{W L_T^2}, \tag{4}
\]

**so the first-order sensitivity decays from the front edge with length \(L_T/2\).**

The proof uses three lemmas.

## Lemma 1: the uniform contact

**For \(\rho=\rho_0\),**

\[
J_0=\frac{I}{WL_T}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad
R_0=\frac{R_sL_T}{W}\coth\frac{L}{L_T}. \tag{5}
\]

*Proof.* Differentiate the second equation of (1) and insert the first:

\[
V''=-\frac{R_s}{W}i'=R_sJ=\frac{R_s}{\rho_0}V=\frac{V}{L_T^2}.
\]

Since \(i(L)=0\), also \(V'(L)=0\), so \(V=C\cosh[(L-x)/L_T]\). The sheet current is then

\[
i=-\frac{W}{R_s}V'=\frac{WC}{R_sL_T}\sinh\frac{L-x}{L_T}.
\]

The condition \(i(0)=I\) fixes \(C=IR_sL_T/[W\sinh(L/L_T)]\). Dividing \(V\) by \(\rho_0\) and using \(R_s/\rho_0=1/L_T^2\) gives \(J_0\); dividing \(V(0)\) by \(I\) gives \(R_0\). ∎

In a long contact \(J_0\to (I/WL_T)e^{-x/L_T}\). The current density therefore decays over the full transfer length.

## Lemma 2: reciprocity

**For a perturbation of any size that keeps \(\rho_1>0\),**

\[
R_1-R_0=\frac{W}{I^2}\int_0^L\delta\rho\,J_0J_1\,dx. \tag{6}
\]

*Proof.* Consider the derivative

\[
(V_1i_0-V_0i_1)'=V_1'i_0-V_0'i_1+V_1i_0'-V_0i_1'.
\]

By (1), the first two terms are \(-R_si_1i_0/W+R_si_0i_1/W=0\). The last two are

\[
-W\rho_1J_1J_0+W\rho_0J_0J_1=-W\,\delta\rho\,J_0J_1.
\]

Integrate from 0 to \(L\). Both sheet currents vanish at \(L\), and both equal \(I\) at 0, so the left side becomes \(-I[V_1(0)-V_0(0)]=-I^2(R_1-R_0)\). Cancelling the minus signs gives (6). ∎

Equation (6) shows where the square in \(K\) comes from. Written for the front voltage, it reads

\[
V_1(0)-V_0(0)=\int_0^L(\delta\rho\,J_1)\,\frac{WJ_0}{I}\,dx .
\]

The first factor is the extra voltage that the perturbation creates at the interface, proportional to the current passing there. The second is the weight with which that voltage appears at the front terminal. To first order both follow the same profile \(J_0\). A defect deep in a long contact thus receives little current, and the little voltage it produces is weakly felt at the front. The two exponentials multiply.

## Lemma 3: the error of the first-order result

**With \(K=WJ_0^2/I^2\), the remainder \(Q\) defined by (2) satisfies (3).**

*Proof.* Let \(u=i_1-i_0\). It vanishes at both ends, and \(J_1-J_0=-u'/W\). Putting \(J_1=J_0-u'/W\) into (6) gives

\[
R_1-R_0=\int_0^LK\,\delta\rho\,dx-\frac1{I^2}\int_0^L\delta\rho\,J_0u'\,dx,
\]

so \(Q\) is the last term without its minus sign. An equation for \(u\) follows from subtracting the two sheet equations:

\[
-W(V_1-V_0)'=R_su. \tag{7}
\]

From \(i'=-WJ\) we have \(\rho i'=-WV\), and hence

\[
-W(V_1-V_0)=\rho_1i_1'-\rho_0i_0'=\rho_1u'+\delta\rho\,i_0'=\rho_1u'-W\delta\rho\,J_0 .
\]

Multiply (7) by \(u\) and integrate by parts. The boundary terms vanish with \(u\):

\[
-\int_0^L(\rho_1u'-W\delta\rho\,J_0)\,u'\,dx=\int_0^LR_su^2dx .
\]

Rearranged, this is

\[
W\int_0^L\delta\rho\,J_0u'\,dx=D,\qquad D=\int_0^L(R_su^2+\rho_1u'^2)\,dx, \tag{8}
\]

so \(Q=D/(I^2W)\ge0\). For the upper bound, write the integrand in (8) as \((\delta\rho J_0/\sqrt{\rho_1})(\sqrt{\rho_1}u')\). The Cauchy–Schwarz inequality gives

\[
D\le W\left(\int_0^L\frac{\delta\rho^2J_0^2}{\rho_1}dx\right)^{1/2}D^{1/2}.
\]

Squaring and dividing by \(D\) (if \(D=0\) the bound is immediate) gives \(D\le W^2\int\delta\rho^2J_0^2/\rho_1\,dx\). Division by \(I^2W\) yields (3). ∎

The sign of \(Q\) has a direct meaning. The first-order formula keeps the current pattern frozen. Any rearrangement of the real current lowers the resistance below the frozen-pattern value, for either sign of \(\delta\rho\). Only if \(\delta\rho\,J_0\) is constant along the contact does nothing rearrange, and then \(Q=0\).

## Proof of the theorem

Inserting \(J_0\) from (5) into \(K=WJ_0^2/I^2\) gives the kernel in (2), and Lemma 3 gives (3). The term linear in \(\delta\rho\) is indeed the first-order response: if \(|\delta\rho|\le\epsilon\rho_0\) with \(\epsilon<1\), then \(\rho_1\ge(1-\epsilon)\rho_0\) and

\[
Q\le\frac{\epsilon^2}{1-\epsilon}\,\rho_0\int_0^LK\,dx,
\]

which is of second order. For the long limit, take the growing exponentials out of the hyperbolic functions:

\[
\frac{K}{K_\infty}=\left[\frac{1+e^{-2(L-x)/L_T}}{1-e^{-2L/L_T}}\right]^2. \tag{9}
\]

At fixed \(x\) this tends to 1 as \(L/L_T\to\infty\), which proves (4). ∎

## Remarks on the kernel

**The rear edge.** The local decay rate follows from the logarithm of \(K\):

\[
-\frac{K'}{K}=\frac{2}{L_T}\tanh\frac{L-x}{L_T}.
\]

It is close to \(2/L_T\) until \(x\) comes within about \(2L_T\) of the rear edge, and it falls to zero at that edge. There (9) gives \(K/K_\infty\to4\) in a long contact. The relative departure is large, but \(K\) itself is already of order \(e^{-2L/L_T}\) times its front value.

**The short contact.** For \(L\ll L_T\), \(\cosh\to1\) and \(\sinh(L/L_T)\to L/L_T\), so \(K\to1/(WL^2)\). The current crosses the interface almost uniformly, and position ceases to matter.

**Uniform changes and shares.** For constant \(\delta\rho\) in a long contact, the first-order change is \(\delta\rho\int_0^\infty K_\infty dx=\delta\rho/(2WL_T)\). Since \(R_0\to R_sL_T/W=\rho_0/(WL_T)\), this means \(\delta R/R_0=\delta\rho/(2\rho_0)\), as required by \(R_0\propto\sqrt{\rho_0}\). The strip \(0<x<a\) supplies the share \(1-e^{-2a/L_T}\) of this response, while it carries the share \(1-e^{-a/L_T}\) of the current.

**Changes in the sheet.** If a defect also changes \(R_s\) by \(\delta R_s(x)\), the two terms that cancelled in Lemma 2 leave \(-\delta R_s\,i_0i_1/W\). This adds \(\int\delta R_s\,i_0i_1\,dx/(WI^2)\) to \(R_1-R_0\). In a long contact \(i_0=Ie^{-x/L_T}\), so to first order this sensitivity also decays over \(L_T/2\).

## Proposition: a patch of finite strength

The halved length does not depend on the patch being weak, provided that it lies deep enough.

**Let a semi-infinite contact be uniform except for a fixed patch starting at \(x=a\). With \(R_\infty=R_sL_T/W\), there is a number \(\Gamma\), independent of \(a\) and with \(|\Gamma|<1\), such that**

\[
R_1-R_\infty=\frac{2R_\infty\Gamma e^{-2a/L_T}}{1-\Gamma e^{-2a/L_T}}. \tag{10}
\]

*Proof.* For \(0<x<a\) the contact is uniform, so

\[
V=Ae^{-x/L_T}+Be^{x/L_T},\qquad i=-\frac{W}{R_s}V'=\frac{1}{R_\infty}\left(Ae^{-x/L_T}-Be^{x/L_T}\right).
\]

Everything beyond \(a\) acts as a load \(Z=V(a)/i(a)>0\). Moving the patch together with the uniform contact behind it leaves \(Z\) unchanged. Put \(\Gamma=Be^{a/L_T}/(Ae^{-a/L_T})\). Then \(Z=R_\infty(1+\Gamma)/(1-\Gamma)\), or \(\Gamma=(Z-R_\infty)/(Z+R_\infty)\), whose magnitude is below 1. At the front, \(B/A=\Gamma e^{-2a/L_T}\) and \(R_1=R_\infty(1+B/A)/(1-B/A)\). Subtracting \(R_\infty\) gives (10). ∎

Once \(|\Gamma|e^{-2a/L_T}\ll1\), the denominator is nearly 1 and the full response decays over \(L_T/2\). The strength of the patch changes the amplitude.

**A narrow patch.** Let the patch width \(w\) tend to zero at fixed \(\delta\rho\). The bound on \(D\) then tends to zero, hence so does \(u\), uniformly in \(x\). By (7) and the vanishing change of \(V(0)\), \(V_1\to V_0\) everywhere. Within the patch \(J_1=V_1/\rho_1\to(\rho_0/\rho_1)J_0\), and (6) gives

\[
R_1-R_0\simeq Kw\,\delta\rho\,\frac{\rho_0}{\rho_1}. \tag{11}
\]

The shortfall from first order is \(Kw\,\delta\rho^2/\rho_1\), so a narrow patch approaches the upper bound in (3). Current avoids a narrow resistive strip by entering the metal elsewhere, mostly within a distance of order \(L_T\) from it.

## Worked example

Take \(\rho_0=10^{-8}\ \Omega\,\mathrm{cm^2}\), \(R_s=100\ \Omega/\mathrm{sq}\), \(L=500\) nm and \(W=1000\) nm. Then

\[
L_T=\sqrt{10^{-8}/100}\ \mathrm{cm}=10^{-5}\ \mathrm{cm}=100\ \mathrm{nm},
\]

the sensitivity decays over 50 nm, and \(R_0=10.0\ \Omega\). In the long-contact limit, the first 100 nm carry 63 % of the current but hold 86.5 % of the sensitivity.

Now raise \(\rho\) by 20 % in a strip \(a<x<b\) of width 20 nm. In the long-contact limit, (4) integrates to

\[
\delta R=\frac{\delta\rho}{2WL_T}\left(e^{-2a/L_T}-e^{-2b/L_T}\right).
\]

Here \(\delta\rho=2\times10^{-9}\ \Omega\,\mathrm{cm^2}\) and \(WL_T=10^{-9}\ \mathrm{cm^2}\), so the prefactor is 1 Ω. At the front edge \(\delta R=1-e^{-0.4}=0.330\ \Omega\). The table compares the first-order result for the finite contact with a full solution of the same model as a resistor network with 0.25 nm cells.

| Start (nm) | First order (mΩ) | Full (mΩ) |
|---|---|---|
| 0 | 329.7 | 283.1 |
| 50 | 121.3 | 103.2 |
| 100 | 44.7 | 37.9 |
| 200 | 6.08 | 5.14 |
| 480 | 0.074 | 0.063 |

Between 100 and 200 nm the full response falls by a factor of 7.36, close to \(e^2=7.39\). For a semi-infinite contact (10) gives 7.40; the rear edge of the 500 nm contact lowers this by about 0.5 %. The amplitude is another matter: at the front edge the first-order value is too high by 46.7 mΩ, or 14 % of itself. The bound (3) allows \(329.7\times0.2/1.2=55.0\) mΩ. The strip is narrow compared with \(L_T\), so the error lies near the bound, and (11), with \(Kw\) replaced by the integral of \(K\) over the strip, gives \(329.7/1.2=275\) mΩ, nearer to the full value. First order thus gives the position dependence well, while its amplitude for this strip needs \(\delta\rho/\rho_0\) well below 20 % if an error of a few per cent is wanted.

The bounds were also tested on 20 irregular profiles of this contact, with \(\rho\) drawn at random between 0.4 and 3 times \(\rho_0\) in 10 nm blocks. In each case the error lay between zero and the bound.

## Comparison with a real contact

The parameters are rough values for nickel silicide on heavily doped n-type silicon. The length of 500 nm suits a test structure; contacts in advanced transistors are far shorter. At \(L=20\) nm with the other parameters fixed, the front-to-rear ratio of \(K\) is \(\cosh^2(0.2)=1.04\) in the thin-sheet model. Such a contact is shorter than the 50 nm deep layer considered below, and two-dimensional conduction in that layer raises the ratio to about 1.10. Either way the exponential law does not apply.

The thin-sheet assumption is only roughly met. Let the doped layer have depth \(d=50\) nm and resistivity \(R_sd\), with an insulating lower face at \(z=0\). A potential \(\cos(qz/d)\,e^{-qx/d}\) satisfies Laplace's equation. Equating the current density reaching the interface at \(z=d\) to \(V/\rho_0\) gives

\[
q\tan q=\frac{R_sd^2}{\rho_0}=\left(\frac{d}{L_T}\right)^2=0.25 .
\]

The decay length \(d/q\) of the current is 104.1 nm, so that of the sensitivity is 52.1 nm. A two-dimensional solution changes the first-order patch response by a factor of 0.96 at the front edge and 1.08 at 200 nm.

The metal is not a perfect equipotential either. A 20 nm silicide film of 15 µΩ cm has a sheet resistance \(R_m=7.5\ \Omega/\mathrm{sq}\). If current leaves it at the rear edge, the potential drop across the interface obeys \(V'=[-R_si+R_m(I-i)]/W\). Differentiation replaces \(R_s\) by \(R_s+R_m\) in the transfer length, which becomes 96.4 nm. At the rear \(V'(L)=R_mI/W\) is no longer zero, and more current crosses there than with an ideal metal. The rear-to-front ratio of \(K\) rises from \(1.8\times10^{-4}\) to \(7.4\times10^{-3}\), and the sensitivity no longer falls all the way to the rear. A metal plug covering the whole silicide would restore conditions closer to assumption 2.

The other effects are estimated roughly. At 1 mA the front interface voltage is 10 mV, against about 130 mV for the tunnelling energy \(E_{00}\) divided by the electron charge; this value assumes a doping of \(1.6\times10^{20}\ \mathrm{cm^{-3}}\) and a tunnelling mass of 0.26 electron masses. For silicon masses between 0.19 and 0.98 it ranges from about 155 to 70 mV. The ratio, about 0.08 and at most 0.15 over this range, indicates a nearly ohmic interface. A depletion layer of 2 to 2.5 nm would take about 5 % of the doped depth. If it spreads into a bulk substrate of thermal conductivity 0.5 W/(cm K), the heat released in the contact itself raises its temperature by about 0.3 K; on a buried oxide 145 nm thick, without the metal as a heat sink, the rise is about 0.7 K; heat from the doped layer leading to it comes on top of this. Further values are in the numerical output.

## Numbers as computed

```
contact resistivity rho0 = 1.0e-08 ohm cm2
sheet resistance Rs = 100 ohm/sq
contact length L = 500 nm, width W = 1000 nm
transfer length LT = 100.0 nm
sensitivity decay length LT/2 = 50.0 nm
decay length from network = 50.00 nm
unperturbed resistance R0 = 10.0009 ohm
long-contact K(0) = 1.000e+14 ohm/(ohm cm2 cm)
sensitivity share, first 100 nm = 86.5 %
current share, first 100 nm = 63.2 %
depth holding 50 % of sensitivity = 34.7 nm
depth holding 90 % of sensitivity = 115.1 nm
20 nm patch, rho raised by 20 %, changes of R in milliohm:
start nm | long formula | finite-L kernel | full network
   0 | 329.6800 | 329.7462 | 283.0823
  50 | 121.2825 | 121.3298 | 103.2366
 100 | 44.6173 | 44.6577 | 37.8748
 200 | 6.0383 | 6.0752 | 5.1443
 480 | 0.0223 | 0.0736 | 0.0632
front patch: first order minus full = 46.664 mohm
front patch: bound on that error = 54.958 mohm
error ratio, 2 % to 1 % change = 3.967
rear K / long-contact exponential at x=L = 4.000
doped-layer depth = 50 nm
2D transfer length = 104.1 nm
2D sensitivity decay length = 52.1 nm
2D/1D patch response, start 0 nm = 0.96
2D/1D patch response, start 100 nm = 1.00
2D/1D patch response, start 200 nm = 1.08
silicide: 15 uohm cm, 20 nm, sheet 7.5 ohm/sq
transfer length with silicide sheet = 96.4 nm
rear/front K, ideal metal = 1.82e-04
rear/front K, silicide sheet = 7.42e-03
operating current = 1.0 mA
front interface voltage = 10.0 mV
front current density = 1.00e+06 A/cm2
rough mobility = 80 cm2/Vs
implied doping = 1.6e+20 cm-3
rough tunnelling mass = 0.26 electron masses
tunnelling energy E00 = 133 meV
front voltage / E00 = 0.075
Fermi energy above band edge = 98 meV
thermal energy at 300 K = 25.9 meV
depletion width, 0.6 eV barrier = 2.2 nm
depletion width / layer depth = 4.5 %
rough thermal conductivity = 0.5 W/(cm K)
rough self-heating = 0.28 K
```
